Flat three-body phase space, its Dalitz boundary, and the three-photon triangle

**What goes wrong without the result**

Suppose a particle at rest decays into three others, and the events are plotted against two pair masses, M₁₂ and M₂₃. The points crowd towards large masses. Without knowing how the available states are distributed, one could read this as a sign of dynamics. But a constant amplitude already gives a density proportional to M₁₂M₂₃ in this plot. In the squared masses, events from a constant amplitude are spread evenly over the allowed region, and any structure inside that region belongs to the amplitude.

A second error concerns the limits. For three photons of total energy W, each squared pair mass, written as an energy squared, runs from 0 to W². Integrating two of them independently over that range covers a square of area W⁴. The true region is a triangle of half that area, so the phase-space volume would come out twice too large.

**Definitions**

Atomic units are used in the algebra, with ħ = 1 and the speed of light c kept visible. The parent is at rest with fixed total energy W. Product i has momentum vector pᵢ, energy Eᵢ and rest energy uᵢ = mᵢc². With kᵢ = c|pᵢ|, a length in momentum space expressed as an energy,

Eᵢ² = kᵢ² + uᵢ².

The pair invariants are

sᵢⱼ = (Eᵢ + Eⱼ)² − c²|pᵢ + pⱼ|²,

which equal c⁴ times the squared pair mass. Phase space is defined with the relativistic weight 1/(2E) for each particle:

dΦ₃ = (2π)⁴ δ(W − E₁ − E₂ − E₃) δ³(p₁ + p₂ + p₃) ∏ᵢ d³pᵢ/[(2π)³ 2Eᵢ].

The particles are labelled for now. The claim is that, after integration over the orientation of the final state,

dΦ₃ = ds₁₂ ds₂₃/(128π³W²c⁶)   (1)

inside an allowed region, and zero outside.

The event density is this measure times the squared amplitude averaged over orientation, up to factors fixed by the initial state. It is flat only if that average is constant over the region. Equation (1) is a statement about the measure alone.

**First derivation: energies in the parent frame**

The momentum delta function removes p₃ and sets p₃ = −(p₁ + p₂). The powers of 2π combine to (2π)⁴⁻⁹ = (2π)⁻⁵, which leaves

dΦ₃ = (2π)⁻⁵ d³p₁ d³p₂ δ(W − E₁ − E₂ − E₃)/(8E₁E₂E₃).

In spherical coordinates d³p₁ = k₁² dk₁ dΩ₁/c³. Differentiating E₁² = k₁² + u₁² gives k₁dk₁ = E₁dE₁, so

d³p₁ = k₁E₁ dE₁ dΩ₁/c³.

For the second particle, measure the polar angle θ from p₁ and let φ be the azimuth about p₁:

d³p₂ = k₂E₂ dE₂ d(cos θ) dφ/c³.

At fixed E₁ and E₂ the third energy depends on θ through

E₃² = u₃² + k₁² + k₂² + 2k₁k₂ cos θ.

Hence E₃ dE₃ = k₁k₂ d(cos θ), and the energy delta function gives

∫ d(cos θ) δ(W − E₁ − E₂ − E₃) = E₃/(k₁k₂),

provided that the required cos θ lies between −1 and 1; otherwise the integral is zero. Collecting the factors,

dΦ₃ = (2π)⁻⁵ c⁻⁶ (k₁E₁)(k₂E₂) [E₃/(k₁k₂)]/(8E₁E₂E₃) dE₁ dE₂ dΩ₁ dφ
= dE₁ dE₂ dΩ₁ dφ/[8c⁶(2π)⁵].

All energies and momenta have cancelled. The remaining angles describe the orientation of a rigid figure: dΩ₁ integrates to 4π and dφ to 2π, together 8π². Since 8π²/(8 · 32π⁵) = 1/(32π³),

dΦ₃ = dE₁ dE₂/(32π³c⁶).   (2)

The invariants are linear in the energies. Particles 2 and 3 together have energy W − E₁ and momentum −p₁, so

s₂₃ = (W − E₁)² − k₁² = W² + u₁² − 2WE₁.   (3)

Likewise s₁₃ = W² + u₂² − 2WE₂ and s₁₂ = W² + u₃² − 2WE₃. Therefore |ds₂₃| = 2W dE₁ and |ds₁₃| = 2W dE₂, which gives dE₁dE₂ = ds₂₃ds₁₃/(4W²). Adding the three relations and using E₁ + E₂ + E₃ = W yields

s₁₂ + s₁₃ + s₂₃ = W² + u₁² + u₂² + u₃².   (4)

At fixed s₂₃ this means |ds₁₃| = |ds₁₂|. Replacing one invariant by another costs no factor, and (2) becomes (1), with 32 · 4 = 128.

The boundary comes from the condition on cos θ. Since k₃² = k₁² + k₂² + 2k₁k₂ cos θ, the requirement |cos θ| ≤ 1 is

G = 4k₁²k₂² − (k₃² − k₁² − k₂²)² ≥ 0.

This is a difference of two squares. Factoring it once gives

G = [(k₁ + k₂)² − k₃²][k₃² − (k₁ − k₂)²],

and factoring each bracket gives

G = (k₁ + k₂ + k₃)(k₁ + k₂ − k₃)(k₁ + k₃ − k₂)(k₂ + k₃ − k₁).   (5)

For real, non-negative k's the first factor is positive, unless all three k's vanish, which happens only at the threshold W = u₁ + u₂ + u₃; there G = 0. Any two of the other three add up to twice one of the k's, so a negative factor cannot be accompanied by another that is negative or zero. Thus G ≥ 0 holds exactly when none of the three is negative. These are the triangle inequalities: three momenta can sum to zero only if their lengths can form a triangle. On the boundary the triangle is squashed onto a line, and the momenta are collinear. The condition G ≥ 0 must be used together with Eᵢ ≥ uᵢ. G depends on the energies only through their squares, so it cannot exclude Eᵢ ≤ −uᵢ; the condition Eᵢ ≥ uᵢ removes these negative energies and also keeps the k's real.

**Second derivation: the pair frame**

Now treat particles 1 and 2 as a composite object with momentum q, energy E_q and variable invariant s₁₂ = E_q² − c²|q|². One may insert

1 = ∫ dE_q d³q δ(E_q − E₁ − E₂) δ³(q − p₁ − p₂).

At fixed q, ds₁₂ = 2E_q dE_q, so dE_q d³q = ds₁₂ d³q/(2E_q). This supplies the weight of an ordinary particle with rest energy √s₁₂. The three-body measure splits into two two-body measures:

dΦ₃ = (ds₁₂/2π) dΦ₂(parent → q + 3) dΦ₂(q → 1 + 2).   (6)

The factor 1/(2π) is found by counting: each dΦ₂ contains (2π)⁴⁻⁶ = (2π)⁻², together (2π)⁻⁴, while dΦ₃ contains (2π)⁻⁵.

A two-body measure is easily evaluated in the rest frame of its parent. Let that parent have energy W₀ and let the products a and b have the common momentum length k/c. After the momentum delta function is used,

dΦ₂ = (2π)⁻² k² dk dΩ δ(W₀ − E_a − E_b)/(4c³E_aE_b).

The derivative of E_a + E_b with respect to k is k/E_a + k/E_b = kW₀/(E_aE_b). Dividing by it gives

dΦ₂ = k dΩ/(16π²c³W₀).   (7)

The second factor in (6) concerns a moving pair, but it may be evaluated in the rest frame of that pair because the measure is invariant. To see this, consider a boost along x with speed βc and γ = 1/√(1 − β²). Write κ for c times the x component of momentum. Then κ′ = γ(κ − βE) and E′ = γ(E − βκ). At fixed transverse momentum dE = κ dκ/E, so

dκ′ = γ(1 − βκ/E) dκ = (E′/E) dκ.

Hence dκ/E, and with it d³p/(2E), is unchanged. The product of energy and momentum delta functions is also unchanged, because the boost acts on energy and c times momentum with determinant γ²(1 − β²) = 1.

Quantities in the pair frame carry a star. Particles 1 and 2 then have equal and opposite momenta of length k*/c. Using (7) twice in (6),

dΦ₃ = (ds₁₂/2π) [k₃ dΩ₃/(16π²c³W)] [k* dΩ*/(16π²c³√s₁₂)].

The direction of particle 3 gives 4π. Let θ* be the angle between p₂* and p₃*; the azimuth about p₃* gives 2π. Since 8π²/(2π · 256π⁴) = 1/(64π³),

dΦ₃ = k₃k* ds₁₂ d(cos θ*)/(64π³c⁶W√s₁₂).   (8)

At fixed s₁₂ the measure is uniform in cos θ*: pure phase space makes the pair break up isotropically in its own frame. It remains to relate cos θ* to s₂₃. Expanding the definition of s₂₃ in the pair frame,

s₂₃ = u₂² + u₃² + 2E₂*E₃* − 2k*k₃* cos θ*.   (9)

The energies and momentum lengths on the right are fixed by s₁₂, so |ds₂₃| = 2k*k₃* |d(cos θ*)|.

The two values of particle 3's momentum, k₃ and k₃*, must be compared. In the pair frame the total energy is √s₁₂ + E₃* and the total momentum is p₃*. The invariant of the whole system is W², so

W² = (√s₁₂ + E₃*)² − k₃*² = s₁₂ + u₃² + 2√s₁₂ E₃*,

E₃* = (W² − s₁₂ − u₃²)/(2√s₁₂).

Define

λ(a,b,d) = (a − b − d)² − 4bd = a² + b² + d² − 2ab − 2ad − 2bd,

which is symmetric in its arguments. Then k₃*² = E₃*² − u₃² = λ(W²,s₁₂,u₃²)/(4s₁₂). In the parent frame E₃ = (W² + u₃² − s₁₂)/(2W), and subtracting u₃² from its square gives k₃² = λ(W²,s₁₂,u₃²)/(4W²). Therefore

k₃* = k₃W/√s₁₂.

Substituting d(cos θ*) = ds₂₃√s₁₂/(2k*k₃W) into (8), with the sign absorbed in the order of the limits, cancels k₃, k* and √s₁₂. What is left is ds₁₂ds₂₃/(128π³W²c⁶), which is (1) again.

This route gives the boundary explicitly. The energies of particles 1 and 2 in their own frame add to √s₁₂, and their squares differ by u₁² − u₂² because the momenta have equal length. Their difference is therefore E₁* − E₂* = (u₁² − u₂²)/√s₁₂, and

E₂* = (s₁₂ + u₂² − u₁²)/(2√s₁₂),  k*² = E₂*² − u₂² = λ(s₁₂,u₁²,u₂²)/(4s₁₂).

Setting cos θ* = ∓1 in (9) gives the upper and lower limits

s₂₃± = u₂² + u₃² + [(s₁₂ + u₂² − u₁²)(W² − s₁₂ − u₃²) ± √λ(s₁₂,u₁²,u₂²) √λ(W²,s₁₂,u₃²)]/(2s₁₂).   (10)

The range of s₁₂ is

(u₁ + u₂)² ≤ s₁₂ ≤ (W − u₃)².

The lower end follows from √s₁₂ = E₁* + E₂* ≥ u₁ + u₂, the upper end from E₃ ≥ u₃ in the expression for s₁₂ below (3).

For s₁₂ > 0, equation (10) describes the same boundary as the equality G = 0 with Eᵢ ≥ uᵢ. When u₁ = u₂ = 0 the boundary has in addition the straight edge s₁₂ = 0, which comes from the range of s₁₂ and not from (10). If cos θ* = ±1, all three momenta in the pair frame lie along p₃*. The boost to the parent frame is along this line, so they remain collinear. The reverse boost gives the converse.

**Three photons**

For photons uᵢ = 0 and kᵢ = Eᵢ. In the first derivation, E₁ + E₂ + E₃ = W turns (5) into

G = W(W − 2E₁)(W − 2E₂)(W − 2E₃).

By (3), W − 2E₁ = s₂₃/W, and similarly for the other two. Hence

G = s₁₂s₁₃s₂₃/W².

The product can also be positive when two invariants are negative. For example, s₁₂ = s₁₃ = −0.1W² and s₂₃ = 1.2W² satisfy the sum rule, but (3) gives E₁ = −0.1W. The requirement Eᵢ ≥ 0 removes such points, and the region is

s₁₂ ≥ 0, s₁₃ ≥ 0, s₂₃ ≥ 0, with s₁₂ + s₁₃ + s₂₃ = W².   (11)

In the second derivation λ(s₁₂,0,0) = s₁₂² and λ(W²,s₁₂,0) = (W² − s₁₂)². Equation (10) becomes

s₂₃± = [s₁₂(W² − s₁₂) ± s₁₂(W² − s₁₂)]/(2s₁₂),

so s₂₃ runs from 0 to W² − s₁₂. This is the same triangle.

Its sides and corners have a direct meaning. For two photons separated by the angle θ₁₂,

s₁₂ = 2E₁E₂(1 − cos θ₁₂).   (12)

On the side s₁₂ = 0, away from the corners, photons 1 and 2 are parallel, and photon 3 carries W/2 in the opposite direction. At a corner two invariants vanish; one photon has zero energy and the other two share W equally, back to back.

The triangle has legs W² in the (s₁₂, s₂₃) plane and area W⁴/2. Multiplying by the constant density in (1),

Φ₃ = W²/(256π³c⁶).   (13)

For identical photons each physical final state appears under 3! = 6 labellings, so the integral over the whole triangle must be divided by 6.

The spectrum of one labelled photon follows from the length of a slice. At fixed s₂₃ the variable s₁₂ covers a length W² − s₂₃ = 2WE₁, and ds₂₃ corresponds to 2W dE₁. Thus

dΦ₃/dE₁ = (2W)(2WE₁)/(128π³W²c⁶) = E₁/(32π³c⁶), for 0 ≤ E₁ ≤ W/2.

Pure phase space therefore vanishes linearly for a soft photon. The event spectrum is this linear function times the squared amplitude averaged over orientation and over the slice. It also vanishes linearly if that average tends to a finite, non-zero value as E₁ → 0, even when the amplitude varies elsewhere.

Joining the midpoints of the sides cuts the triangle into four equal parts. The corner part s₂₃ > W²/2 is, by (3), the set E₁ < W/4. The other two corners belong to photons 2 and 3. One quarter of phase space thus has no photon below W/4, and each of the other quarters has one such photon.

**An electron–positron pair at rest**

Let the parent be an electron–positron pair annihilating at rest into three photons, with its binding energy neglected. Then W = 2mc², where m is the electron mass:

W = 2 × 510999.0 eV = 1.02200 × 10⁶ eV,
W² = 1.04448 × 10¹² eV².

For a hydrogen-like ground state with reduced mass m/2 the neglected binding energy is a quarter of a hartree, about 7 parts in 10⁶ of W, so the sixth figure of W, of W² and of the invariants below belongs to the model only; with the binding included, W would be 1.02199 × 10⁶ eV and the volume c⁶Φ₃ given below would round to 1.3158 × 10⁸ eV².

No photon can carry more than W/2 = 5.110 × 10⁵ eV, so no wavelength can be shorter than 0.02426 Å. At the centre of the triangle each invariant is W²/3 = 3.4816 × 10¹¹ eV², each photon has W/3 = 3.407 × 10⁵ eV and a wavelength of 0.03639 Å, and the angles between the photons are 120°.

The volume (13), with the power of c moved to the left, is

c⁶Φ₃ = 1.04448 × 10¹² eV²/(256π³) = 1.3159 × 10⁸ eV²,

or 1.7771 × 10⁵ hartree². Division by 6 gives 2.1931 × 10⁷ eV² for identical photons.

As an asymmetric case take energies of 0.9, 0.6 and 0.5 mc², that is 4.599 × 10⁵, 3.066 × 10⁵ and 2.555 × 10⁵ eV. In units of (mc²)², W² = 4 and (3) gives

s₂₃ = 4 − 4 × 0.9 = 0.4,
s₁₃ = 4 − 4 × 0.6 = 1.6,
s₁₂ = 4 − 4 × 0.5 = 2.0.

In eV² these are 1.04448 × 10¹¹, 4.17792 × 10¹¹ and 5.22240 × 10¹¹; their sum is W². Equation (12) then fixes the angles:

cos θ₁₂ = 1 − 2.0/(2 × 0.9 × 0.6) = −0.852, θ₁₂ = 148.41°,
cos θ₁₃ = 1 − 1.6/(2 × 0.9 × 0.5) = −0.778, θ₁₃ = 141.06°,
cos θ₂₃ = 1 − 0.4/(2 × 0.6 × 0.5) = 0.333, θ₂₃ = 70.53°.

They add up to 360°, as they must for three momenta in a plane that sum to zero. Since E₃ = W/4, this point lies on one of the lines joining the midpoints.

Masses bend the boundary. Consider a model neutral parent with W = 4mc² that decays into an electron (1), a positron (2) and a photon (3). With u₁ = u₂ = u = mc² and u₃ = 0, the roots in (10) are s₁₂√(1 − 4u²/s₁₂) and W² − s₁₂, so

s₂₃± = u² + ½(W² − s₁₂)[1 ± √(1 − 4u²/s₁₂)].

At s₁₂ = 9u² this is u²[1 + 3.5(1 ± 0.7454)], or 4.938 × 10¹¹ and 1.856 × 10¹² eV². The square root varies with s₁₂, which is why the boundary is curved. The region has 0.357 of the area of the massless triangle for the same W, and c⁶Φ₃ is 1.879 × 10⁸ eV².

The numerical check samples momenta directly from the definition of dΦ₃, with a window of width 0.05W in place of the energy delta function. In the massive case the total volume divided by the formula is 1.002 ± 0.003. Among nine interior cells the lowest density is 3.5% below the formula, while no cell has a standard error above 1.3%, so this is at least 2.5 standard errors; the mean over the cells is 0.994 ± 0.004. These deviations are within the test's limit of five standard errors plus a small allowance for the window. For photons the volume ratio is 1.000 ± 0.003, and the four parts of the triangle hold between 24.7% and 25.2% of phase space.

**What each derivation assumes**

Both derivations assume a fixed W, fixed rest energies and the free relation E² = k² + u². If W is spread out, the result must be averaged over W, and both the density 1/W² and the boundary change during that average. If a medium alters the relation between energy and momentum, the cancellation survives as long as k dk remains a constant multiple of E dE. This is so for photons in a cold plasma, where E² = k² + ω_p² and the plasma frequency ω_p acts as a rest energy, and for a constant refractive index n, where k dk = n²E dE. For a general dispersion the ratio varies with E and the cancellation is no longer assured.

Both also use the weight 1/(2E) per particle. If these weights were moved into the squared amplitude, the first derivation shows that the remaining measure would be proportional to E₁E₂E₃ instead of constant. The predicted rate would be the same, but the division between phase space and amplitude would differ. With the relation E² = k² + u², exact flatness belongs to the relativistic normalization. With the non-relativistic kinetic energy T = p²/(2m) one has p dp = m dT, and the same steps make the measure without these weights flat in T₁ and T₂. If all three products are massive and slow, each Eᵢ is close to uᵢ, so E₁E₂E₃ is nearly constant and the measure is nearly flat with either choice.

The first derivation stays in the parent's rest frame and needs no boost. The invariants enter at the end, as linear functions of the energies. It treats the three particles alike in its boundary condition, but that condition is implicit.

The second derivation relies on the invariance of the measure and on the existence of a rest frame for the pair, which requires s₁₂ > 0. Two parallel photons have no such frame. They occupy only the edge s₁₂ = 0, which has no area, so the integrated result is unaffected. In return, this route gives explicit integration limits and identifies a line of constant s₁₂ with the angular distribution of the pair in its own frame. A variation of the event density along that line is a variation of the orientation-averaged squared amplitude with cos θ*.

Numbers as computed

```
THREE PHOTONS, pair at rest, binding neglected
electron rest energy m c^2 = 510999.0 eV
total energy W = 1021997.9 eV
W^2 (range of each s_ij) = 1.04448e+12 eV^2
largest photon energy W/2 = 510999.0 eV
its wavelength = 0.024263 angstrom
symmetric point: each s_ij = 3.48160e+11 eV^2
symmetric point: photon energy = 340666.0 eV
symmetric point: wavelength = 0.036395 angstrom
symmetric point: angle between photons = 120.00 deg
triangle area W^4/2 = 5.45469e+23 eV^4
c^6 Phi3, labelled photons = 1.31586e+08 eV^2
same, converted = 1.77709e+05 hartree^2
c^6 Phi3 / 3!, identical photons = 2.19310e+07 eV^2
ASYMMETRIC CONFIGURATION, energies 0.9, 0.6, 0.5 m c^2
E1 = 459899.1 eV
E2 = 306599.4 eV
E3 = 255499.5 eV
s12 = 5.22240e+11 eV^2
s13 = 4.17792e+11 eV^2
s23 = 1.04448e+11 eV^2
angle 12 = 148.41 deg
angle 13 = 141.06 deg
angle 23 = 70.53 deg
MASSIVE CONTRAST: electron(1) positron(2) photon(3), W = 4 m c^2
total energy W = 2043995.8 eV
smallest s12 = 1.04448e+12 eV^2
largest s12 = 4.17792e+12 eV^2
chosen s12 = 9 (m c^2)^2 = 2.35008e+12 eV^2
lower boundary s23 there = 4.93844e+11 eV^2
upper boundary s23 there = 1.85624e+12 eV^2
region area = 3.11532e+24 eV^4
area / massless triangle of same W = 0.35695
c^6 Phi3 = 1.87881e+08 eV^2
CHECKS FROM THE DEFINITION (random momenta, pure numbers)
energy window / W = 0.05
events kept, massive = 772020
nine cells, density/formula: min = 0.965
nine cells, density/formula: max = 1.010
largest standard error of a cell = 0.013
mean of cells = 0.9939 +- 0.0037
ten strips to the boundary: min share = 0.0979
ten strips to the boundary: max share = 0.1015
massive volume/formula = 1.0022 +- 0.0027
events kept, photons = 372690
photon volume/formula = 1.0000 +- 0.0028
share with photon 1 below W/4 = 0.2515
share with photon 2 below W/4 = 0.2492
share with photon 3 below W/4 = 0.2520
share with no photon below W/4 = 0.2472
```
